**Isotope effect of H2/D2 oxidative addition: limits, crossover and neglected effects**

The program studies EIE = K_H/K_D for M + H2 ⇌ M(H)2, where values below 1 are inverse and values above 1 are normal. It asserts that the full translation–rotation–vibration ratio agrees with the reduced formula built from h(u) = ln[sinh(u/2)/(u/2)], with u = ħω/(k_B T). It also asserts the cold limit, the 1/T² warm law and the approach to unity at very high temperature. With r_i the ratio of a hydride frequency to that of free H2, random fixed-frame frequency sets are checked against the criterion Σr_i² < 1 < Σr_i for a single crossover. For the model dihydride the output shows a crossover at 334 K and a maximum of 1.30 near 665 K. Quantized H2/D2 rotation and Morse stretches together move the crossover to 363 K. For a well depth of 1.0 eV at 760 Torr, half of the complexes lose H2 at about 710 K.

## Check in Python

```python
# Equilibrium isotope effect EIE = K_H/K_D of M + H2 <-> M(H)2, harmonic model.
# Result under test: with h(u) = ln[sinh(u/2)/(u/2)], u = hbar*omega/(kB*T),
#   ln EIE = [h(u_H) - h(u_D)] of dihydrogen - sum of [h(u_H) - h(u_D)] of complex.
# For a fixed frame and r_i = omega_i(complex)/omega(H2), EIE is inverse when cold
# and normal when warm, with one crossover, iff sum r_i^2 < 1 < sum r_i.
# EIE -> 1 at infinite temperature. Units: eV, angstrom, atomic mass unit, K.
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as C
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

amu = C.atomic_mass
m_H = (C.m_p + C.m_e) / amu
m_D = (C.physical_constants['deuteron mass'][0] + C.m_e) / amu
kB = C.k / C.e
hbar2 = C.hbar**2 / (amu * 1e-20) / C.e      # eV * amu * angstrom^2

# Round model parameters
k_HH, r_HH = 36.0, 0.74                      # eV/A^2, A
k_MH, r_MH = 13.0, 1.70
k_ML, r_ML = 10.0, 2.40
k_angle = 3.0                                # eV/rad^2
mass_M, mass_L = 184.0, 75.0                 # amu
depth_HH, depth_MH = 4.75, 3.0               # Morse well depths, eV
binding = 1.0                                # well depth of H2 addition, eV


def h(u):
    """ln[sinh(u/2)/(u/2)] without overflow."""
    u = np.asarray(u, dtype=float)
    return u / 2 + np.log(-np.expm1(-u)) - np.log(u)


def log_vib(w, T):
    """Log of the harmonic partition function, zero-point energy included."""
    u = np.asarray(w) / (kB * T)
    return np.sum(-u / 2 - np.log(-np.expm1(-u)))


# Reduced function against explicit level sum and phase-space quadrature
for u in (0.3, 2.0, 7.0):
    level_sum = np.sum(np.exp(-u * (np.arange(400) + 0.5)))
    momentum = quad(lambda p: np.exp(-p * p / 2), -np.inf, np.inf)[0]
    position = quad(lambda x: np.exp(-(u * x)**2 / 2), -np.inf, np.inf)[0]
    classical = momentum * position / (2 * np.pi)
    assert abs(np.log(level_sum / classical) + h(u)) < 1e-7

# Geometry: M, two cis hydrides, four ligands on octahedral directions
directions = np.array([[1, 0, 0], [0, 1, 0], [-1, 0, 0],
                       [0, -1, 0], [0, 0, 1], [0, 0, -1]], dtype=float)
lengths = np.array([r_MH] * 2 + [r_ML] * 4)
xyz = np.vstack([np.zeros(3), directions * lengths[:, None]])
cis_pairs = [(i, j) for i, j in itertools.combinations(range(6), 2)
             if abs(directions[i] @ directions[j]) < 0.5]
springs = np.array([k_MH] * 2 + [k_ML] * 4 + [k_angle] * len(cis_pairs))


def internals(flat):
    bonds = flat.reshape(-1, 3)[1:] - flat[:3]
    r = np.linalg.norm(bonds, axis=1)
    angles = [np.arccos(bonds[i] @ bonds[j] / (r[i] * r[j]))
              for i, j in cis_pairs]
    return np.concatenate([r, angles])


step = 1e-4
x0 = xyz.ravel()
B = np.array([(internals(x0 + step * e) - internals(x0 - step * e)) / (2 * step)
              for e in np.eye(x0.size)]).T
hessian = B.T @ (springs[:, None] * B)


def masses(m):
    return np.array([mass_M, m, m] + [mass_L] * 4)


def frequencies(m):
    root = np.sqrt(np.repeat(masses(m), 3))
    lam = np.linalg.eigvalsh(hessian / np.outer(root, root))
    assert np.max(np.abs(lam[:6])) < 1e-8 and lam[6] > 1e-4
    return np.sqrt(hbar2 * lam[6:])


def log_mass_inertia(m):
    mm = masses(m)
    x = xyz - mm @ xyz / mm.sum()
    inertia = np.sum(mm * np.sum(x**2, axis=1)) * np.eye(3) - (x.T * mm) @ x
    return 1.5 * np.log(mm.sum()) + 0.5 * np.log(np.linalg.det(inertia))


w_H, w_D = frequencies(m_H), frequencies(m_D)
w0_H, w0_D = (np.sqrt(hbar2 * 2 * k_HH / m) for m in (m_H, m_D))
log_MMI = (log_mass_inertia(m_H) - log_mass_inertia(m_D)
           - 2.5 * np.log(m_H / m_D))        # translation 3/2, linear rotor 1
delta_Z = 0.5 * (np.sum(w_H - w_D) - (w0_H - w0_D))


def log_direct(T):
    """From translation, rotation and vibration partition functions."""
    return (log_MMI + log_vib(w_H, T) - log_vib(w_D, T)
            - log_vib([w0_H], T) + log_vib([w0_D], T))


def log_reduced(T):
    b = 1 / (kB * T)
    return h(b * w0_H) - h(b * w0_D) - np.sum(h(b * w_H) - h(b * w_D))


for T in (30, 100, 300, 1000, 1e4):
    assert abs(log_direct(T) - log_reduced(T)) < 1e-6

# Cold limit, warm limit, infinite-temperature limit
assert delta_Z > 0
assert abs(log_direct(5.0) - (log_MMI - delta_Z / (kB * 5.0))) < 1e-3
trace_H = np.trace(hessian[3:9, 3:9])
assert abs(trace_H - 2 * (k_MH + 4 * k_angle / r_MH**2)) < 1e-5
warm_coeff = hbar2 / (24 * kB**2) * (1 / m_H - 1 / m_D) * (2 * k_HH - trace_H)
assert abs(log_reduced(1e5) * 1e10 / warm_coeff - 1) < 1e-3
assert abs(log_direct(1e7)) < 1e-6

# Series coefficients and falling logarithmic slope used for one crossover
z = sp.symbols('z')
N = sp.series(sp.cosh(z) - 1 - z**2 / 2, z, 0, 16).removeO()
D = sp.series(z * sp.sinh(z) / 2 - sp.cosh(z) + 1, z, 0, 16).removeO()
assert D.coeff(z, 2) == 0
for k in range(2, 8):
    assert N.coeff(z, 2 * k) / D.coeff(z, 2 * k) == sp.Rational(1, k - 1)
mp.mp.dps = 30
slopes = []
for y in (0.1, 0.4, 1, 2, 4, 8, 16):
    y = mp.mpf(y)
    slope = y * mp.diff(lambda t: mp.log(t * mp.coth(t) - 1), y)
    zz = 2 * y
    ratio = ((mp.cosh(zz) - 1 - zz**2 / 2)
             / (zz * mp.sinh(zz) / 2 - mp.cosh(zz) + 1))
    assert abs(slope - 1 - ratio) < 1e-8
    slopes.append(slope)
assert all(a > b for a, b in zip(slopes, slopes[1:]))

rho = np.sqrt(m_H / m_D)


def d(u):
    return h(u) - h(rho * u)


u_grid = np.geomspace(0.2, 200, 300)
for r in (0.1, 0.3, 0.6, 0.9):
    assert np.all(np.diff(d(r * u_grid) / d(u_grid)) > 0)

# Three regimes on random frequency sets
rng = np.random.default_rng(4)
wide = np.geomspace(0.02, 2e4, 1500)
tally = {'crossover': 0, 'inverse': 0, 'normal': 0}
for _ in range(400):
    r = rng.uniform(0.001, 1, rng.integers(2, 7)) * rng.uniform(0.1, 1.2)
    s1, s2 = r.sum(), (r**2).sum()
    if min(abs(s1 - 1), abs(s2 - 1)) < 0.05:
        continue                             # crossover may lie off the grid
    normal = d(wide) > d(np.outer(r, wide)).sum(axis=0)
    changes = np.count_nonzero(normal[1:] != normal[:-1])
    if s2 < 1 < s1:
        assert changes == 1 and normal[0] and not normal[-1]
        tally['crossover'] += 1
    elif s2 > 1:
        assert not normal.any()
        tally['inverse'] += 1
    else:
        assert normal.all()
        tally['normal'] += 1
assert min(tally.values()) > 10

# Fixed frame
lam_fixed = np.linalg.eigvalsh(hessian[3:9, 3:9])
wf_H, wf_D = (np.sqrt(hbar2 * lam_fixed / m) for m in (m_H, m_D))
r_fixed = wf_H / w0_H
assert np.sum(r_fixed**2) < 1 < np.sum(r_fixed)


def log_fixed(T):
    return d(w0_H / (kB * T)) - np.sum(d(wf_H / (kB * T)))


T_cross = brentq(log_direct, 100, 900)
T_cross_fixed = brentq(log_fixed, 100, 900)
scan = np.array([log_reduced(T) for T in np.geomspace(20, 2e4, 1500)])
assert np.count_nonzero(np.diff(np.sign(scan))) == 1
peak = minimize_scalar(lambda T: -log_direct(T), bounds=(T_cross, 5000),
                       method='bounded')
T_max, EIE_max = peak.x, np.exp(-peak.fun)
assert EIE_max > 1 and T_cross < T_max < 4900


# Neglected effect: quantized rotation with equilibrium nuclear spins
def rotor_ratio(m, even, odd, T):
    """Quantum over classical rotational partition function."""
    b = hbar2 / (m * r_HH**2) / (kB * T)
    J = np.arange(120)
    weight = np.where(J % 2 == 0, even, odd) / (even + odd)
    norm = {4: 4, 9: 9}[even + odd]
    assert norm == even + odd
    return np.sum(weight * (2 * J + 1) * np.exp(-b * J * (J + 1))) * 2 * b


for m, even, odd in ((m_H, 1, 3), (m_D, 6, 3)):
    b = hbar2 / (m * r_HH**2) / (kB * 2000)
    assert abs(rotor_ratio(m, even, odd, 2000) - 1 - b / 3) < 1e-3


def log_rotation(T):
    return np.log(rotor_ratio(m_D, 6, 3, T) / rotor_ratio(m_H, 1, 3, T))


# Neglected effect: Morse zero-point shifts by diagonalization on a grid
def morse_shift(k, depth, mu):
    x = np.linspace(-0.6, 2.0, 261)
    dx = x[1] - x[0]
    n = np.arange(x.size)
    diff = n[:, None] - n[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
    kinetic = kinetic * hbar2 / (2 * mu * dx**2)
    a = np.sqrt(k / (2 * depth))
    V = depth * (1 - np.exp(-a * x))**2
    w = np.sqrt(hbar2 * k / mu)
    shift = np.linalg.eigvalsh(kinetic + np.diag(V))[0] - w / 2
    assert abs(shift + w**2 / (16 * depth)) < 1e-5
    return shift


shift_HH = morse_shift(k_HH, depth_HH, m_H / 2) - morse_shift(k_HH, depth_HH, m_D / 2)
shift_MH = 2 * (morse_shift(k_MH, depth_MH, m_H) - morse_shift(k_MH, depth_MH, m_D))


def log_anharmonic(T):
    return (shift_HH - shift_MH) / (kB * T)


T_cross_corr = brentq(lambda T: log_direct(T) + log_rotation(T)
                      + log_anharmonic(T), 150, 900)

# Temperature of use: loss of H2 from the fixed frame at 760 Torr
pressure = C.atm * 1e-30 / C.e               # eV/A^3


def log_loading(m, w, w0, T):
    """Log of occupied over empty sites in equilibrium with the gas."""
    kT = kB * T
    gas = (1.5 * np.log(2 * m * kT / (2 * np.pi * hbar2)) + np.log(kT / pressure)
           + np.log(kT * m * r_HH**2 / (2 * hbar2)) + log_vib([w0], T))
    return binding / kT + log_vib(w, T) - gas


for T in (200, 500, 1500):
    isotope = log_loading(m_H, wf_H, w0_H, T) - log_loading(m_D, wf_D, w0_D, T)
    assert abs(isotope - log_fixed(T)) < 1e-8
T_half = brentq(lambda T: log_loading(m_H, wf_H, w0_H, T), 200, 3000)

print(f"masses H, D: {m_H:.5f}, {m_D:.5f} amu")
print(f"masses M, L: {mass_M:.0f}, {mass_L:.0f} amu")
print(f"force constants HH, MH, ML: {k_HH:.0f}, {k_MH:.0f}, {k_ML:.0f} eV/A^2")
print(f"angle force constant: {k_angle:.1f} eV/rad^2")
print(f"lengths HH, MH, ML: {r_HH:.2f}, {r_MH:.2f}, {r_ML:.2f} A")
print(f"quantum of H2, D2: {w0_H:.4f}, {w0_D:.4f} eV")
print("six highest quanta, H complex (eV):", *[f"{w:.4f}" for w in w_H[-6:]])
print("six highest quanta, D complex (eV):", *[f"{w:.4f}" for w in w_D[-6:]])
print(f"highest frame quantum, H complex: {w_H[-7]:.4f} eV")
print(f"fixed frame sum r, sum r^2: {r_fixed.sum():.4f}, {(r_fixed**2).sum():.4f}")
print(f"Hessian traces, H2 and hydride block: {2*k_HH:.2f}, {trace_H:.2f} eV/A^2")
print(f"zero-point difference Delta Z: {delta_Z:.5f} eV")
print(f"warm coefficient of 1/T^2 in ln EIE: {warm_coeff:.4e} K^2")
print("T (K), MMI, EXC, ZPE, EIE (dimensionless):")
for T in (100, 200, 300, 400, 500, 700, 1000, 2000, 5000):
    ZPE = np.exp(-delta_Z / (kB * T))
    EIE = np.exp(log_direct(T))
    EXC = EIE / (np.exp(log_MMI) * ZPE)
    print(f"  {T:5d} {np.exp(log_MMI):.4f} {EXC:.4f} {ZPE:.3e} {EIE:.4e}")
print(f"crossover, full complex: {T_cross:.1f} K = {kB*T_cross:.5f} eV")
print(f"crossover, fixed frame: {T_cross_fixed:.1f} K")
print(f"maximum EIE: {EIE_max:.4f} at {T_max:.0f} K")
print(f"EIE at 1e5 K minus 1: {np.expm1(log_reduced(1e5)):.3e}")
print("random sets: crossover, always inverse, always normal:",
      tally['crossover'], tally['inverse'], tally['normal'])
print(f"Morse depths HH, MH: {depth_HH:.2f}, {depth_MH:.2f} eV")
print(f"H-D anharmonic zero-point shift, H2: {shift_HH:.5f} eV")
print(f"H-D anharmonic zero-point shift, two MH: {shift_MH:.5f} eV")
for T in (300, 500):
    print(f"factors on EIE at {T} K: rotation {np.exp(log_rotation(T)):.4f},"
          f" anharmonic {np.exp(log_anharmonic(T)):.4f}")
print(f"crossover with both corrections: {T_cross_corr:.1f} K")
print(f"H2 binding well depth: {binding:.2f} eV; pressure {C.atm/C.torr:.0f} Torr")
print(f"half of the complexes lose H2 at: {T_half:.0f} K")
print("verified")
```

Output:

```
masses H, D: 1.00783, 2.01410 amu
masses M, L: 184, 75 amu
force constants HH, MH, ML: 36, 13, 10 eV/A^2
angle force constant: 3.0 eV/rad^2
lengths HH, MH, ML: 0.74, 1.70, 2.40 A
quantum of H2, D2: 0.5465, 0.3866 eV
six highest quanta, H complex (eV): 0.0664 0.0930 0.0935 0.1139 0.2328 0.2328
six highest quanta, D complex (eV): 0.0476 0.0659 0.0667 0.0807 0.1652 0.1652
highest frame quantum, H complex: 0.0321 eV
fixed frame sum r, sum r^2: 1.5175, 0.4765
Hessian traces, H2 and hydride block: 72.00, 34.30 eV/A^2
zero-point difference Delta Z: 0.04084 eV
warm coefficient of 1/T^2 in ln EIE: 4.3830e+05 K^2
T (K), MMI, EXC, ZPE, EIE (dimensionless):
    100 5.5575 0.9920 8.748e-03 4.8229e-02
    200 5.5575 0.9109 9.353e-02 4.7350e-01
    300 5.5575 0.7840 2.061e-01 8.9781e-01
    400 5.5575 0.6716 3.058e-01 1.1414e+00
    500 5.5575 0.5829 3.876e-01 1.2557e+00
    700 5.5575 0.4609 5.081e-01 1.3017e+00
   1000 5.5575 0.3595 6.226e-01 1.2439e+00
   2000 5.5575 0.2493 7.890e-01 1.0932e+00
   5000 5.5575 0.2012 9.096e-01 1.0171e+00
crossover, full complex: 334.2 K = 0.02880 eV
crossover, fixed frame: 335.9 K
maximum EIE: 1.3030 at 665 K
EIE at 1e5 K minus 1: 4.383e-05
random sets: crossover, always inverse, always normal: 95 101 180
Morse depths HH, MH: 4.75, 3.00 eV
H-D anharmonic zero-point shift, H2: -0.00196 eV
H-D anharmonic zero-point shift, two MH: -0.00112 eV
factors on EIE at 300 K: rotation 0.9527, anharmonic 0.9680
factors on EIE at 500 K: rotation 0.9709, anharmonic 0.9807
crossover with both corrections: 362.9 K
H2 binding well depth: 1.00 eV; pressure 760 Torr
half of the complexes lose H2 at: 708 K
verified
```
